# Removing an electron does not always charge the defect

A defect cell has been computed with one electron fewer than the neutral cell, and the next decision is whether to add a correction for a charged defect interacting with its periodic images. In the cells below that correction is 0.08 to 0.26 eV, enough to move a trap level visibly. It is due if the missing electron came from the defect. If it came from the valence band, the cell holds a neutral defect and a band hole, and the correction creates the error it was meant to remove. The electron count is the same in both cases.

## A cell in which the question can be settled

Take a tetragonal lattice with spacings $a=2.5$ Å in the plane and $c=3.3$ Å between layers, one orbital per site, and a supercell of $N=n^3$ sites. The algebra is in atomic units. Energies are measured from the top of the host valence band, and a host state with phases $\theta_i$ per lattice step lies below it by

$$D_k=2t(2-\cos\theta_x-\cos\theta_y)+2t_z(1-\cos\theta_z),$$

with $t=1.0$ eV and $t_z=0.3$ eV. The defect is one site, at the origin, whose orbital is raised by $U>0$. Orbitals and lattice are frozen, and the supercell is sampled at Γ unless stated otherwise.

In the neutral cell all $N$ orbitals are doubly filled. By completeness every site, the defect included, then holds two electrons, and we call this site neutral. Removing one electron empties one spin state of the highest orbital $\psi$. The hole density is therefore $\rho_R=|\psi_R|^2$, and the defect site keeps $2-w$ electrons, where $w=\rho_0$.

To find $\psi$, project the Schrödinger equation on the host state $k$, whose amplitude at the origin is $N^{-1/2}$:

$$(E+D_k)\,\psi_k=\frac{U}{\sqrt N}\,\psi_{R=0}.$$

Divide by $E+D_k$, multiply by $N^{-1/2}$ and sum over $k$. The left side becomes $\psi_{R=0}$, which cancels:

$$1=U\,G_N(E),\qquad G_N(E)=\frac1N\sum_k\frac1{E+D_k}. \tag{1}$$

For $E>0$, $G_N$ falls steadily from infinity to zero, so there is one root above the host band. This is the highest level, $E_{\rm top}$. Normalization, $\sum_k|\psi_k|^2=1$, gives

$$\frac1w=\frac{U^2}{N}\sum_k\frac1{(E_{\rm top}+D_k)^2}. \tag{2}$$

## The energy of the hole and the proposed correction

Let the hole have charge $+1$, a uniform background of charge $-1$, and a diagonal dielectric tensor $\varepsilon$ with components 5 in the plane and 3 across it. Poisson's equation, $\nabla\cdot\varepsilon\nabla\phi=-4\pi\rho_{\rm tot}$, gives $\phi_G=4\pi\rho_G/(\Omega\,G\cdot\varepsilon\cdot G)$ for $G\neq0$. Here $\Omega$ is the cell volume and $\rho_G$ the integral of $\rho\,e^{-iG\cdot r}$ over the cell. The background cancels the $G=0$ term. Half the charge times the potential is

$$E_{\rm per}=\frac{2\pi}{\Omega}\sum_{G\ne0}\frac{|\rho_G|^2}{G\cdot\varepsilon\cdot G}. \tag{3}$$

Each site charge is smeared into a Gaussian of width $\sigma=0.8$ Å.

The usual correction takes the hole to be a point charge. Let $v$ be the potential at that charge due to its images and the background. To compute it, split every point charge into a cloud with Fourier transform $e^{-G\cdot\varepsilon\cdot G/4\gamma^2}$ and a remainder. With $d=\sqrt{r\cdot\varepsilon^{-1}\cdot r}$, the point potential is $1/(d\sqrt{\det\varepsilon})$, that of the cloud has the extra factor $\mathrm{erf}(\gamma d)$, and that of the remainder $\mathrm{erfc}(\gamma d)$. Hence

$$v=\sum_{R\ne0}\frac{\mathrm{erfc}(\gamma d_R)}{d_R\sqrt{\det\varepsilon}}+\frac{4\pi}{\Omega}\sum_{G\ne0}\frac{e^{-G\cdot\varepsilon\cdot G/4\gamma^2}}{G\cdot\varepsilon\cdot G}-\frac{\pi}{\Omega\gamma^2}-\frac{2\gamma}{\sqrt{\pi\det\varepsilon}}.$$

In this formula $R$ runs over supercell translations. The third term removes the average of the remainders, $\Omega^{-1}\int 4\pi r\,\mathrm{erfc}(\gamma r)\,dr=\pi/(\Omega\gamma^2)$. The last removes the charge's own cloud at $d=0$. The result does not depend on $\gamma$. The image energy is $v/2$, negative here, and the correction added to the charged cell is $E_{\rm corr}=-v/2$.

The (+/0) level is the electron chemical potential $\mu$ at which $E(+)+\mu=E(0)$. Removing the electron costs $-E_{\rm top}$ plus the electrostatic energy, so

$$\mu=E_{\rm top}-(E_{\rm per}-E_{\rm lim}), \tag{4}$$

where $E_{\rm lim}$ is the infinite-cell limit of $E_{\rm per}$. Subtracting this constant removes the repulsion of a localized hole with itself, as a functional free of self-interaction would. Adding $E_{\rm corr}$ to $E(+)$ lowers $\mu$ by $E_{\rm corr}$.

## The counter-example

Defect A has $U=1.5$ eV. For its hole $E_{\rm lim}=0$, as proved below.

| $n$ | $w$ | $\mu$ (eV) | $\mu-E_{\rm corr}$ (eV) |
|---|---|---|---|
| 6 | 0.0159 | 0.011 | −0.251 |
| 10 | 0.0039 | 0.003 | −0.155 |
| 20 | 0.0005 | 0.000 | −0.078 |

In the smallest cell the defect site keeps $2-0.016=1.984$ electrons: it is still neutral. The participation number $P=1/\sum_R\rho_R^2$, which counts the sites sharing the hole, is 207 out of 216.

A density plot of this cell could still mislead. The weight 0.0159 is 3.4 times the uniform value $1/216$, so the plot shows a lump at the defect. It belongs to a band state, and its weight vanishes as the cell grows.

The uncorrected level is already within about 0.01 eV of its limit, the band edge. The correction moves it to $0.011-0.262=-0.251$ eV, inside the valence band. Even with 8000 sites the corrected value is wrong by 0.08 eV.

## The correct statement

Let $G_\infty(E)$ be the infinite-crystal limit of $G_N(E)$, and $U_c=1/G_\infty(0)$. In this three-dimensional model:

1. If $U<U_c$, the hole enters the band top. Then $w\to0$ as $1/N$, $P/N\to1$, and $E_{\rm per}$ vanishes at least as fast as $L^{-3}$, $L$ being the cell length at fixed shape. No correction of order $1/L$ is due.
2. If $U>U_c$, the hole is bound. Then $w$ tends to a positive constant, and $E_{\rm corr}$ removes the $1/L$ error, leaving $O(L^{-3})$.

**The threshold.** Near the band top $D_k\propto k^2$, while the volume element is $k^2dk$, so $G_\infty(0)$ is finite. Writing $1/D_k=\int_0^\infty e^{-D_ks}ds$ and averaging over the phases gives

$$G_\infty(0)=\int_0^\infty\!ds\,\left[e^{-2ts}I_0(2ts)\right]^2e^{-2t_zs}I_0(2t_zs),$$

with $I_0$ the modified Bessel function. The result is $U_c=2.80$ eV, so defect A is below threshold. In an isolated layer the element is $k\,dk$, the integral diverges, and any $U>0$ binds.

**The unbound hole.** Separate $k=0$ in (1):

$$\frac1U=\frac1{NE}+G'_N(E),\qquad G'_N(E)=\frac1N\sum_{k\ne0}\frac1{E+D_k}.$$

Since $G'_N(E)\le G'_N(0)\to1/U_c<1/U$, the term $1/(NE)$ stays above a positive constant, and $E=O(1/N)$. The smallest nonzero $D_k$ is of order $L^{-2}$, or $N^{-2/3}$, so $E/D_k\to0$ for all $k\ne0$ and $G'_N(E)\to1/U_c$. Therefore

$$NE_{\rm top}\to\frac{U}{1-U/U_c}.$$

In (2) the $k=0$ term is $U^2/(NE^2)$, of order $N$. The others give $(U^2/N)\sum_{k\neq0}D_k^{-2}$, which small $k$ dominates and which is of order $L^4/N\sim N^{1/3}$. Keeping the first term,

$$w\to\frac{NE^2}{U^2}=\frac{1}{N(1-U/U_c)^2}.$$

For A, $(1-1.5/2.80)^{-2}\approx4.6$: the lump tends to 4.6 times the average density while its total weight vanishes.

The same comparison shows that the part $\delta$ of $\psi$ outside $k=0$ has norm squared of order $N^{-2/3}$. At any site, $|\delta_R|$ divided by the uniform amplitude is at most $\sum_{k\ne0}E/(E+D_k)\le NE\,G'_N(0)$, which is bounded. Thus $\rho_R$ differs from the uniform $k=0$ density by at most a constant times $N^{-1/2}|\delta_R|$. The sum of the squared differences is of order $N^{-1}N^{-2/3}$, negligible beside $1/N$. Hence $N\sum_R\rho_R^2\to1$, or $P/N\to1$.

**Its electrostatic energy.** From the projected equation, $\psi_q/\psi_{k=0}=E/(E+D_q)\le E/D_q$. For a wavevector $q\neq0$ in the host Brillouin zone, the density component contains $2\psi_{k=0}\psi_q$, bounded by a constant times $1/(Nq^2)$, with $q$ in inverse lattice spacings. The remaining products are bounded by $E^2\sum_k1/(D_kD_{k+q})$. For small $q$ this sum scales as $N\int d^3k/(k^2|k+q|^2)\propto N/q$, so these products contribute at most a constant times $1/(Nq)$, no larger in order. Hence

$$\frac1\Omega\sum_{q\ne0}\frac{|\rho_q|^2}{q^2}\le\frac{\rm const}{\Omega N^2}\sum_{q\ne0}\frac1{q^6}=O(L^{-3}),$$

because $q$ is proportional to an integer vector divided by $L$, so the last sum is of order $L^6\sim N^2$. At nonzero host reciprocal vectors $|\rho_G|$ is the fixed orbital factor $e^{-G^2\sigma^2/2}$, and the prefactor $1/\Omega$ again gives $L^{-3}$. Other large $G$ contribute less, since their denominators do not become small. Thus $E_{\rm per}\to0$ and $E_{\rm lim}=0$.

For A, the energy falls from 0.00036 eV at $n=10$ to 0.000045 eV at $n=20$, a decay power of 2.98. The reference is a hole spread through the whole crystal. Using instead the self-energy of a charge confined to one supercell would bring back a false $1/L$ term.

**The bound hole.** For $U>U_c$, $G_\infty(E)$ falls from $1/U_c$ to zero and equals $1/U$ at some $E_b>0$. There $E_b+D_k$ never vanishes, so the sum in (2) has a finite limit and $w>0$. The amplitude $\psi_R\propto\int d^3k\,e^{ik\cdot R}/(E_b+D_k)$ decays exponentially, because the integrand has no singularity at real $k$.

Let $W(r)$ be the periodic potential of a unit point charge with background, minus its isolated potential. Then

$$E_{\rm per}-E_{\rm self}=\tfrac12\iint\rho(r)\rho(r')W(r-r')\,d^3r\,d^3r',$$

where $E_{\rm self}$ is the isolated hole's electrostatic energy. At fixed shape $W(r)=L^{-1}f(r/L)$. It is even in $r$ and smooth at the origin, with $W(0)=v$. Its expansion is $v$ plus terms of order $r^2/L^3$, so

$$E_{\rm per}-E_{\rm self}=\tfrac12v+O(L^{-3}).$$

This proves the second case, with $E_{\rm lim}=E_{\rm self}$. At $U=U_c$ the limiting sum in (2) diverges and $w\to0$, so no hole is bound there.

## The same removal from a deeper trap

Defect B has $U=4.5$ eV and the same host. Its weight is 0.74 at $n=6$ and 0.75 at $n=20$, and $P$ stays near 1.75. At $n=6$ the defect site keeps 1.26 electrons, since part of the hole sits on its neighbours.

For B, $E_{\rm lim}$ is extrapolated from $E_{\rm per}+E_{\rm corr}$ at $n=10$ and $n=20$, assuming the $L^{-3}$ remainder derived above. At $n=10$ the uncorrected level is 1.046 eV. The correction gives $1.046-0.157=0.888$ eV after rounding, against 0.889 eV for the infinite crystal. The operation that spoiled A repairs B.

Replacing the dielectric tensor by its average, 4.33, raises the $n=6$ correction from 0.262 to 0.279 eV. That 0.017 eV matters for B, but it is small beside the 0.262 eV error of correcting A at all.

A second check needs one cell size. Between the centre and the corner of the supercell's Brillouin zone, the $n=6$ top level changes by 0.52 eV for A and 0.015 eV for B. In small cells or near threshold, growth with cell size is the safer evidence. At $0.9U_c$, going from $n=32$ to $n=64$ multiplies $w$ by 0.156, near the limiting factor $1/8$. At $1.1U_c$ the factor is 1.00. These cells are very large. At $0.9U_c$ the limit of $Nw$ is $(1-0.9)^{-2}=100$, so the $1/N$ law needs $N\gg100$. In cells of a few hundred sites $w$ falls more slowly than $1/N$, and just above threshold it can fall as well.

## Band filling is a different error

With a k mesh, band holes occupy a range of depths. For one spin-polarized hole per cell, the filled ellipsoid $t(\theta_x^2+\theta_y^2)+t_z\theta_z^2\le D_F$ must contain one state:

$$\frac{N}{(2\pi)^3}\,\frac{4\pi}{3}\,\frac{D_F^{3/2}}{t\sqrt{t_z}}=1,\qquad D_F=(t^2t_z)^{1/3}\left(\frac{6\pi^2}{N}\right)^{2/3}.$$

The density of states grows as $D^{1/2}$, so the mean depth is $3D_F/5$, or 0.17 eV at $n=6$. The sum over the host band, with the defect omitted, also gives 0.17 eV. It raises $E(+)$ and lowers the apparent level. The remedy is to refer the holes to the band edge; an image correction would lower the level further.

## How far the numbers carry over

The spacings and dielectric constants are rough values for hexagonal boron nitride, a layered gate dielectric. The square layers, single orbital and hole masses of 0.61 and 1.17 electron masses are model choices, and $U$ describes no particular impurity. One hole per $n=6$ cell means $2.2\times10^{20}$ cm⁻³, about nine times the model band's thermal density of states at 400 K. This degenerate density is set by the cell and does not represent a dilute device. The dielectric constants are for clamped ions; multiplying the whole tensor by 1.2, a purely illustrative factor, would reduce the $n=6$ correction from 0.262 to 0.22 eV, and the in-plane ionic screening of hexagonal boron nitride is stronger than that.

Real lattices also relax. Let distortion raise the defect site by a further $V$ and the total energy of the neutral cell, filled orbitals included, by $V^2/(2\lambda)$. Trapping hole A then pays if $V^2/(2\lambda)<E_b(U+V)$ for some $V$, which requires $\lambda>4.7$ eV. A hole wholly on one site would gain $V$ and relax by $\lambda/2$, about 2.4 eV at this threshold. A softer defect could therefore reverse the verdict on A and make the correction due. In the infinite crystal nothing is gained until $U+V$ exceeds $U_c$, and in a finite cell the band hole's small weight on the defect gives only a slight gain at first. A relaxation started from the undistorted structure may therefore miss the trapped state.

The functional can act the other way. For B the binding is 0.889 eV and the hole's electrostatic self-energy 0.932 eV. If the whole self-energy were retained, this frozen localized state would lie 0.04 eV above the band hole in energy. That does not remove the trap. Put a fraction $p$ of the hole in the bound orbital and the rest at the band top. In a large cell the energy is $-pE_b+p^2E_{\rm self}$, lowest at $p=E_b/2E_{\rm self}=0.48$, where it is $-0.21$ eV. The retained self-energy thus favours a partly localized hole, and the image energy of this trial state is $p^2v/2$, not $v/2$. Macroscopic screening is crude at this distance, so this is a warning about the functional, not a prediction.

Once bound, B is 26 times the thermal energy deep at 400 K. For a field across the layers, the one-band tunnelling exponent is $(2/F)\int_0^{E_b}\kappa\,dE$, with $2t_z(\cosh\kappa c-1)=E$. It is 11.6 at 5 MV/cm and 5.8 at 10 MV/cm. With an assumed attempt rate of $10^{13}$ s⁻¹, the factor $e^{-11.6}$ gives escape in about $10^{-8}$ s at the lower field, and escape is faster still at the higher one. The higher field is near breakdown for hexagonal boron nitride, so it is an extreme case and not a working condition. A level that is deep on the thermal scale therefore need not hold its hole in strong fields.

For a real cell, inspect the density difference and the occupied states first, then repeat the inspection in a larger cell. A weight that persists supports a localized-charge correction, provided that the charge integrated around the defect approaches one whole hole; a functional with self-interaction can localize only part of it, and the unit-charge correction is then too large. A weight falling as $1/N$ identifies a band hole, and the calculation has not produced the charged defect, provided that the neutral cell has a full valence band and an empty conduction band, and that the cells are larger than any bound orbital. A shallow donor is different: the electron it loses may be spread through the whole cell, yet the positive core left behind is localized and its image correction is due. The numerical output below gives the intermediate cell sizes.

## Computed results

```
spacings a, c: 2.5, 3.3 angstrom
hoppings in-plane, interlayer: 1.0, 0.3 eV
dielectric constants in-plane, interlayer: 5, 3
orbital Gaussian width: 0.8 angstrom
hole masses in-plane, interlayer: 0.61, 1.17 m_e
site shifts U_A, U_B: 1.5, 4.5 eV
critical shift U_c: 2.799 eV
weight ratio n=64/n=32 at 0.9 U_c: 0.156
weight ratio n=64/n=32 at 1.1 U_c: 1.003
A limiting density enhancement N*w: 4.64
B infinite-crystal level above band: 0.889 eV
cell n | N | anisotropic E_corr | averaged-eps E_corr (eV)
 6 |  216 | 0.2622 | 0.2787
 8 |  512 | 0.1966 | 0.2090
10 | 1000 | 0.1573 | 0.1672
14 | 2744 | 0.1124 | 0.1194
20 | 8000 | 0.0787 | 0.0836
A: n | w | P | E_top | level raw | with E_corr (eV)
 6 | 0.01588 | 206.52 | 0.0129 | 0.0113 | -0.2509
 8 | 0.00720 | 498.69 | 0.0056 | 0.0049 | -0.1917
10 | 0.00386 | 983.04 | 0.0029 | 0.0026 | -0.1547
14 | 0.00148 | 2720.17 | 0.0011 | 0.0010 | -0.1114
20 | 0.00053 | 7966.57 | 0.0004 | 0.0003 | -0.0783
B: n | w | P | E_top | level raw | with E_corr (eV)
 6 | 0.74072 | 1.80 | 0.8967 | 1.1671 | 0.9049
 8 | 0.75031 | 1.75 | 0.8900 | 1.0865 | 0.8898
10 | 0.75194 | 1.75 | 0.8893 | 1.0455 | 0.8882
14 | 0.75225 | 1.74 | 0.8891 | 1.0010 | 0.8886
20 | 0.75226 | 1.74 | 0.8891 | 0.9677 | 0.8890
A defect-site electrons after removal, n=6: 1.9841
A supercell dispersion, n=6: 0.5211 eV
B defect-site electrons after removal, n=6: 1.2593
B supercell dispersion, n=6: 0.0145 eV
A periodic energy, n=10 and 20: 0.000359, 0.000045 eV
A periodic-energy decay power, n=10 to 20: 2.98
B image-energy decay power, n=10 to 20: 0.99
host band-filling energy, n=6: 0.167 eV
thermal energy at 400 K: 0.0345 eV
one hole per n=6 cell: 2.24e+20 cm^-3
that density / thermal band density: 8.8
A critical lattice softness lambda: 4.73 eV
B hole self-energy: 0.932 eV
B binding / self-energy: 0.95
B binding / thermal energy: 25.8
B tunnelling exponent at 5 MV/cm: 11.6
B tunnelling exponent at 10 MV/cm: 5.8
```
